**Half-occupied core eigenvalue against the total-energy difference: Be 1s in BeH₂**

The program tests $I=E(0)-E(1)=-\varepsilon(1/2)-\varepsilon''(1/2)/24-\varepsilon''''(1/2)/1920-\dots$, where $n$ is the occupation of the electron being removed, $E(n)$ the self-consistent total energy and $\varepsilon(n)$ the core eigenvalue. High-precision integration of a model function is asserted to reproduce the coefficients 1/24 and 1/1920 and to respect the remainder bound. For BeH₂ in the local density approximation, the program asserts that finite differences of the total energy agree with the eigenvalue at half occupation, for a hole shared by both spins and for a spin-polarized hole. For the shared hole it also asserts that the integrated eigenvalue matches the total-energy difference, and that freezing the orbitals preserves the slope of the energy but raises its curvature. Further assertions require the second-derivative term to reduce the error in both cases, and the fourth-derivative term to reduce it further for the polarized hole. In the output, the half-occupied eigenvalue misses the total-energy difference by 0.066 eV for the shared hole and by −0.809 eV for the polarized one. The second-derivative term predicts 0.068 eV and −0.643 eV.

## Numerical check

```python
"""
Result under test: the binding energy of a core electron,
    I = E(0) - E(1) = -eps(1/2) - eps''(1/2)/24 - eps''''(1/2)/1920 - ...
n       : occupation of the electron being removed (1 = present, 0 = gone)
E(n)    : self-consistent Kohn-Sham total energy at that occupation
eps(n)  : core eigenvalue at that occupation, equal to dE/dn (Janak)
Example : Be 1s in BeH2, local density approximation, two spin treatments:
  shared    - both 1s spin orbitals hold (1+n)/2 electrons
  polarized - the spin-up 1s orbital holds n, the spin-down one holds 1
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from pyscf import gto, dft, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---- Coefficients of the midpoint expansion, from high-precision integrals
mp.mp.dps = 40


def model_level(x):
    return -mp.exp(-x) - mp.mpf(3)


midpoint = mp.mpf(1) / 2
model_d2 = mp.diff(model_level, midpoint, 2)
model_d4 = mp.diff(model_level, midpoint, 4)


def midpoint_defect(width):
    """Minus the integral over a centred interval, plus width * midpoint."""
    area = mp.quad(model_level, [midpoint - width / 2, midpoint + width / 2])
    return -area + width * model_level(midpoint)


small_width = mp.mpf(1) / 100
scaled_defect = midpoint_defect(small_width) / small_width**3
coefficient_2 = -scaled_defect / model_d2
coefficient_4 = -(scaled_defect + model_d2 / 24) / (small_width**2 * model_d4)
assert abs(coefficient_2 * 24 - 1) < 1e-4
assert abs(coefficient_4 * 1920 - 1) < 1e-4
# The full-width error must correspond to eps'' at some interior point.
effective_d2 = -24 * midpoint_defect(mp.mpf(1))
end_values = [mp.diff(model_level, mp.mpf(k), 2) for k in (0, 1)]
assert min(end_values) < effective_d2 < max(end_values)

# ---- Self-consistent calculations with a fractional core occupation
BOND = 1.33  # angstrom, chosen
mol = gto.M(
    atom=[["Be", (0, 0, 0)], ["H", (0, 0, BOND)], ["H", (0, 0, -BOND)]],
    basis={"Be": "unc-def2-tzvp", "H": "def2-tzvp"},
    unit="Angstrom", verbose=0)
mf = dft.UKS(mol)
mf.xc = "lda,vwn"
mf.chkfile = None
mf.conv_tol = 1e-11
mf.conv_tol_grad = 1e-7
mf.max_cycle = 80
mf.grids.atom_grid = {"Be": (60, 194), "H": (40, 194)}
mf.grids.build()  # one fixed grid for all occupations
overlap = mf.get_ovlp()
core_hamiltonian = mf.get_hcore()
core_occupation = [1.0, 1.0]


def occupation_array(core_pair, size):
    occ = np.zeros((2, size))
    occ[:, 1:3] = 1.0
    occ[:, 0] = core_pair
    return occ


def fixed_occupations(mo_energy=None, mo_coeff=None):
    return occupation_array(core_occupation, len(mo_energy[0]))


mf.get_occ = fixed_occupations


def core_pair_for(treatment, n):
    if treatment == "shared":
        return [(1 + n) / 2, (1 + n) / 2]
    return [n, 1.0]


def solve(treatment, n, guess):
    core_occupation[:] = core_pair_for(treatment, n)
    energy = mf.kernel(dm0=guess)
    assert mf.converged
    return {"E": energy, "eps": mf.mo_energy[0][0],
            "C": np.array(mf.mo_coeff), "D": np.array(mf.make_rdm1())}


STEP = 0.1
NODES = [1.0, 0.7, 0.6, 0.5, 0.4, 0.3, 0.0]


def first_derivative(v):
    return (v[0] - 8 * v[1] + 8 * v[3] - v[4]) / (12 * STEP)


def second_derivative(v):
    return (-v[0] + 16 * v[1] - 30 * v[2] + 16 * v[3] - v[4]) / (12 * STEP**2)


def fourth_derivative(v):
    return (v[0] - 4 * v[1] + 6 * v[2] - 4 * v[3] + v[4]) / STEP**4


results = {}
states = {}
ground_density = None
for treatment in ("shared", "polarized"):
    guess = ground_density
    run = {}
    for n in NODES:
        run[n] = solve(treatment, n, guess)
        guess = run[n]["D"]
        if ground_density is None:
            ground_density = guess
    # The lowest orbital must remain the Be 1s orbital along the whole path.
    reference = run[1.0]["C"][0][:, 0]
    similarity = min(abs(reference @ overlap @ run[n]["C"][0][:, 0])
                     for n in NODES)
    assert similarity > 0.95
    inner = [0.3, 0.4, 0.5, 0.6, 0.7]
    energies = [run[n]["E"] for n in inner]
    levels = [run[n]["eps"] for n in inner]
    r = {"binding": run[0.0]["E"] - run[1.0]["E"],
         "E0": run[0.0]["E"], "E1": run[1.0]["E"],
         "initial": -run[1.0]["eps"], "half": -run[0.5]["eps"],
         "slope_E": first_derivative(energies),
         "curvature_E": second_derivative(energies),
         "d1": first_derivative(levels),
         "d2": second_derivative(levels),
         "d4": fourth_derivative(levels)}
    r["error"] = r["binding"] - r["half"]
    r["term2"] = -r["d2"] / 24
    r["term4"] = -r["d4"] / 1920
    r["left2"] = r["error"] - r["term2"]
    r["left4"] = r["left2"] - r["term4"]
    results[treatment] = r
    states[treatment] = run

shared, polarized = results["shared"], results["polarized"]

# Janak's theorem. The looser limit covers the finite-difference error,
# which grows with the fourth derivative of the level.
assert abs(shared["slope_E"] + shared["half"]) < 3e-5
assert abs(polarized["slope_E"] + polarized["half"]) < 4e-4
assert abs(shared["curvature_E"] - shared["d1"]) < 2e-4

# Integral of the level against the total-energy difference (smooth path).
shifted_nodes = np.array(NODES) - 0.5
node_levels = [states["shared"][n]["eps"] for n in NODES]
antiderivative = np.polyint(np.polyfit(shifted_nodes, node_levels, 6))
integral = np.polyval(antiderivative, 0.5) - np.polyval(antiderivative, -0.5)
assert abs(shared["binding"] + integral) < 1e-4

# Frozen orbitals: same first derivative, different second derivative.
half_state = states["shared"][0.5]
frozen_energies = []
for n in (0.3, 0.4, 0.5, 0.6, 0.7):
    coeff = half_state["C"]
    occ = occupation_array(core_pair_for("shared", n), coeff.shape[2])
    density = np.array([(coeff[s] * occ[s]) @ coeff[s].T for s in (0, 1)])
    potential = mf.get_veff(mol, density)
    frozen_energies.append(
        mf.energy_tot(density, core_hamiltonian, potential))
frozen_slope = first_derivative(frozen_energies)
frozen_curvature = second_derivative(frozen_energies)
assert abs(frozen_slope - half_state["eps"]) < 3e-5
assert frozen_curvature > shared["curvature_E"] + 0.01

# Size of the error and of what the correction leaves over.
assert abs(shared["left2"]) < 0.2 * abs(shared["error"])
assert abs(polarized["left2"]) < abs(polarized["error"])
assert abs(polarized["left4"]) < abs(polarized["left2"])
assert abs(polarized["d4"]) > 5 * abs(shared["d4"])
for r in (shared, polarized):
    assert abs(r["error"]) < 0.2 * abs(r["binding"] - r["initial"])

# ---- Output
print(f"Be-H distance (chosen): {BOND:.2f} angstrom")
print(f"number of basis functions: {mol.nao}")
print(f"hartree in eV: {HARTREE_EV:.6f}")
print(f"coefficient of eps'' from integration: {float(coefficient_2):.6f}")
print(f"1/24 = {1/24:.6f}")
print(f"coefficient of eps'''' from integration: {float(coefficient_4):.8f}")
print(f"1/1920 = {1/1920:.8f}")
for name, r in results.items():
    print(f"--- {name} core hole ---")
    print(f"E(1): {r['E1']:.5f} hartree")
    print(f"E(0): {r['E0']:.5f} hartree")
    print(f"I = E(0)-E(1): {r['binding']:.5f} hartree"
          f" = {r['binding']*HARTREE_EV:.2f} eV")
    print(f"-eps(1): {r['initial']:.5f} hartree"
          f" = {r['initial']*HARTREE_EV:.2f} eV")
    print(f"-eps(1/2): {r['half']:.5f} hartree"
          f" = {r['half']*HARTREE_EV:.2f} eV")
    print(f"dE/dn at 1/2, from energies: {r['slope_E']:.5f} hartree")
    print(f"eps'(1/2): {r['d1']:.4f} hartree")
    print(f"eps''(1/2): {r['d2']:.4f} hartree")
    print(f"eps''''(1/2): {r['d4']:.2f} hartree")
    print(f"error I+eps(1/2): {r['error']:.5f} hartree"
          f" = {r['error']*HARTREE_EV:.3f} eV")
    print(f"-eps''/24: {r['term2']:.5f} hartree"
          f" = {r['term2']*HARTREE_EV:.3f} eV")
    print(f"-eps''''/1920: {r['term4']:.5f} hartree")
    print(f"left after eps'' term: {r['left2']:.5f} hartree")
    print(f"left after eps'''' term: {r['left4']:.5f} hartree")
print("--- shared core hole, further checks ---")
print(f"minus integral of eps over n: {-integral:.5f} hartree")
print(f"frozen-orbital dE/dn at 1/2: {frozen_slope:.5f} hartree")
print(f"frozen-orbital d2E/dn2 at 1/2: {frozen_curvature:.4f} hartree")
print(f"relaxed d2E/dn2 at 1/2: {shared['curvature_E']:.4f} hartree")
print("all assertions hold")
```

Running it gives:

```
Be-H distance (chosen): 1.33 angstrom
number of basis functions: 40
hartree in eV: 27.211386
coefficient of eps'' from integration: 0.041667
1/24 = 0.041667
coefficient of eps'''' from integration: 0.00052083
1/1920 = 0.00052083
--- shared core hole ---
E(1): -15.65839 hartree
E(0): -11.08462 hartree
I = E(0)-E(1): 4.57377 hartree = 124.46 eV
-eps(1): 3.79991 hartree = 103.40 eV
-eps(1/2): 4.57134 hartree = 124.39 eV
dE/dn at 1/2, from energies: -4.57134 hartree
eps'(1/2): 1.5644 hartree
eps''(1/2): -0.0604 hartree
eps''''(1/2): 0.17 hartree
error I+eps(1/2): 0.00243 hartree = 0.066 eV
-eps''/24: 0.00251 hartree = 0.068 eV
-eps''''/1920: -0.00009 hartree
left after eps'' term: -0.00009 hartree
left after eps'''' term: -0.00000 hartree
--- polarized core hole ---
E(1): -15.65839 hartree
E(0): -11.24951 hartree
I = E(0)-E(1): 4.40888 hartree = 119.97 eV
-eps(1): 3.79991 hartree = 103.40 eV
-eps(1/2): 4.43860 hartree = 120.78 eV
dE/dn at 1/2, from energies: -4.43862 hartree
eps'(1/2): 1.1907 hartree
eps''(1/2): 0.5675 hartree
eps''''(1/2): 7.73 hartree
error I+eps(1/2): -0.02972 hartree = -0.809 eV
-eps''/24: -0.02365 hartree = -0.643 eV
-eps''''/1920: -0.00403 hartree
left after eps'' term: -0.00607 hartree
left after eps'''' term: -0.00204 hartree
--- shared core hole, further checks ---
minus integral of eps over n: 4.57377 hartree
frozen-orbital dE/dn at 1/2: -4.57134 hartree
frozen-orbital d2E/dn2 at 1/2: 2.0514 hartree
relaxed d2E/dn2 at 1/2: 1.5644 hartree
all assertions hold
```
